# Hydroxyl coverage from dissociative water adsorption on two sublattices, part 2

Water vapour at temperature $T$ and pressure $P$ equilibrates with an oxide surface of $N$ metal sites M and $N$ oxygen sites O. Each of $n$ dissociated molecules puts OH on an M and H on an O, so both sublattices have coverage $\theta=n/N$. Sites on a sublattice are equivalent and hold at most one fragment. Fragments do not interact and can change partners.

Fragments have one-site partition functions $q_{\mathrm{OH}}$, $q_{\mathrm H}$. With $W(n)$ arrangements, the weight of the surface is $Z_n$:

$$
W(n)=\binom{N}{n}^{2}=\left[\frac{N!}{n!\,(N-n)!}\right]^2,
\qquad
Z_n=W(n)\,(q_{\mathrm{OH}}q_{\mathrm H})^n . \tag{3}
$$

The probability of $n$ is

$$
p(n)=\frac{W(n)\,y^n}{\sum_{m=0}^{N}W(m)\,y^m},
\qquad
y=q_{\mathrm{OH}}q_{\mathrm H}\,e^{\mu_{\mathrm g}/k_{\mathrm B}T}. \tag{5}
$$

Here $\mu_{\mathrm g}$ is the gas chemical potential per molecule, $\mu_{\mathrm g}^\circ$ its value at $P^\circ=1$ bar. Also $y=KP=s^2$ and $K=e^{-\Delta G^\circ/RT}/P^\circ$, where the molar $\Delta G^\circ$ excludes configurational entropy. The surface chemical potential is

$$
\mu_{\mathrm s}=-k_{\mathrm B}T\ln(q_{\mathrm{OH}}q_{\mathrm H})
+2k_{\mathrm B}T\ln\frac{\theta}{1-\theta}. \tag{10}
$$

Equating it to $\mu_{\mathrm g}$ gives, for large $N$,

$$
2\ln\frac{\theta}{1-\theta}
=\ln(q_{\mathrm{OH}}q_{\mathrm H})+\frac{\mu_{\mathrm g}^\circ}{k_{\mathrm B}T}+\ln\frac{P}{P^\circ}
=\ln(KP), \tag{11}
$$

$$
\frac{\theta^2}{(1-\theta)^2}=KP. \tag{12}
$$

$$
\boxed{\;\theta=\frac{\sqrt{KP}}{1+\sqrt{KP}}\;} \tag{13}
$$

Intact molecules on $N$ sites, with partition sum $\Xi=(1+y)^N$, instead obey

$$
\theta_{\mathrm{mol}}=\frac1N\,y\frac{d\ln\Xi}{dy}=\frac{y}{1+y}=\frac{KP}{1+KP}. \tag{14}
$$

For every $N$, with $\langle\cdot\rangle$ the mean over $p(n)$,

$$
\langle\hat\theta^2\rangle=KP\,\langle(1-\hat\theta)^2\rangle,
\qquad \hat\theta=n/N. \tag{19}
$$

Let $t$ be the value (13) (later, in the purge, $t$ is time). The variances of $n$ and $\hat\theta$ at large $N$ are

$$
\sigma_n^2=\tfrac12N\,t(1-t),
\qquad
\sigma_\theta^2=\frac{\sigma_n^2}{N^2}=\frac{t(1-t)}{2N}. \tag{18}
$$

The mean coverage is $t+\delta$, with

$$
\delta=\frac{(y-1)\,\sigma_\theta^2}{2[t+y(1-t)]}
=\frac{2t-1}{(1-t)^2}\cdot\frac{1-t}{2t}\cdot\frac{t(1-t)}{2N}
=-\frac{1-2t}{4N}. \tag{21}
$$

The example surface, at 500 K and 10 Pa, has $KP=0.0409$. The next question is whether reactions between neighbours reach all the arrangements counted in (3).

### Random pairs from neighbour reactions

The count assumes that all arrangements are reached. It may seem that this requires fast diffusion of the fragments, since water dissociates on neighbouring sites and leaves its fragments side by side. For the equilibrium state, recombination with new partners is sufficient, as the following kinetic model shows.

Place the $2N$ sites on a ring, with metal and oxygen sites alternating and $N\ge2$. Two neighbouring empty sites are filled by a dissociating molecule at the rate $k_{\mathrm a}P$. Two neighbouring occupied sites are emptied by recombination at the rate $k_{\mathrm d}$, whatever the origin of the fragments. No fragment diffuses.

Give the name "particle" to an occupied metal site and also to an empty oxygen site. Dissociation starts with both sites empty, so the particle is on the oxygen site. It ends with both sites occupied, so the particle is on the metal site. Dissociation is therefore a hop of a particle from O to M, and recombination is the reverse hop. The number of particles is $n+(N-n)=N$ at all times.

Hops between neighbours connect all arrangements of these $N$ particles. To transfer a particle from site $a$ to an empty site $b$, choose a path between them. Move the particle nearest to $b$ along the path into $b$, then the next particle into the place just vacated, and continue until the particle from $a$ has moved. The net effect is that $a$ is empty, $b$ is filled and all other sites are as before. Repeating such transfers converts any arrangement into any other. The ring thus has

$$
\binom{2N}{N}=\sum_{n=0}^{N}\binom Nn^2 \tag{22}
$$

connected states. The left side counts particles on $2N$ sites, and the right side counts the same states by the number of dissociated molecules. The argument needs only a path between any two sites, so it also holds for a two-dimensional surface on which every reacting pair consists of one M and one O and all sites are linked through such pairs.

Now assign to each state the weight $(k_{\mathrm a}P/k_{\mathrm d})^n$. A dissociation event leads from $n$ to $n+1$, and the flows in the two directions are equal:

$$
\left(\frac{k_{\mathrm a}P}{k_{\mathrm d}}\right)^{n}k_{\mathrm a}P
=\left(\frac{k_{\mathrm a}P}{k_{\mathrm d}}\right)^{n+1}k_{\mathrm d}. \tag{23}
$$

These weights are therefore stationary, and because all states are connected the stationary distribution is unique. It agrees with (5) if $K=k_{\mathrm a}/k_{\mathrm d}$. All arrangements with the same $n$ are equally probable.

At given $n$ a specified metal site is then empty with probability $1-n/N$, and a specified oxygen site is independently empty with the same probability. This holds for neighbours too. A neighbouring pair is empty with the mean probability $\langle(1-\hat\theta)^2\rangle$ and doubly occupied with the mean probability $\langle\hat\theta^2\rangle$. Equation (19) multiplied by $k_{\mathrm d}$ is the balance of the two rates, and for large $N$ it becomes

$$
k_{\mathrm a}P\,(1-\theta)^2=k_{\mathrm d}\,\theta^2. \tag{24}
$$

In this model the random-pair rate balance is a property of the equilibrium state. The argument does not extend to the approach to equilibrium, where neighbouring sites may be correlated. Nor does it fix the time needed. Without diffusion, an isolated fragment changes place only when a further molecule dissociates next to it, which happens at a rate of order $k_{\mathrm a}P$. For $KP\ll1$ the coverage (13) is then reached far more slowly than on a randomly mixed surface, and a short pulse can end well below it.

The master equation of the ring was solved numerically for $N=4$, starting from the rates alone. It has 70 connected states, in agreement with (22). At $KP=0.0409$ the coverage is 0.1134, and the tests confirm that it equals the explicit sum over (5) and that a neighbouring pair is empty as often as independent filling requires.

### Fixed partners restore the molecular law

Suppose instead that the surface is divided into $N$ separate pairs, each with one metal and one oxygen site, and that dissociation and recombination take place within these pairs only. Each pair is either empty, with weight 1, or filled, with weight $y$. The pairs are independent, so

$$
\Xi_{\mathrm{fixed}}=(1+y)^N,
\qquad
\theta_{\mathrm{fixed}}=\frac{y}{1+y}. \tag{25}
$$

This is the molecular law, although every adsorbed molecule is dissociated. The same master equation, restricted to four fixed pairs, has $2^4=16$ states and gives 0.0393 at $KP=0.0409$. At $KP=6$ the ring gives 0.742 and the fixed pairs give 0.857, so the order is reversed, as expected above $KP=1$.

The square root is thus caused by the independent placement of two fragments, for which dissociation is necessary but not sufficient. Fragments that stay bound to each other but can occupy overlapping neighbour pairs are a third case. Such pairs block one another's sites, and neither (13) nor (25) counts them correctly.

### One common set of sites

In some models both fragments compete for the same $M$ sites. With $n$ fragments of each kind, the number of arrangements is $W=M!/[n!\,n!\,(M-2n)!]$. Adding one molecule changes it by the factor

$$
\frac{W(n+1)}{W(n)}=\frac{(M-2n)(M-2n-1)}{(n+1)^2}
\;\longrightarrow\;\frac{(1-2x)^2}{x^2},
\qquad x=\frac nM. \tag{26}
$$

At the maximum of $W(n)\,y^n$ this factor times $y$ equals 1. Therefore $x=s(1-2x)$, and the coverage by both fragments together is

$$
2x=\frac{2\sqrt{KP}}{1+2\sqrt{KP}}. \tag{27}
$$

The square-root form survives with $4K$ in place of $K$. The factor 4 comes from the ways to divide the $2n$ filled sites between $n$ hydroxyl groups and $n$ hydrogens. Their number is $\binom{2n}{n}$, and one more molecule multiplies it by $(2n+2)(2n+1)/(n+1)^2$, which tends to 4 for large $n$. A constant fitted with one site model cannot be inserted into the other without this factor. At $KP=0.0409$ equation (27) gives 0.288, in agreement with the explicit sum, whereas (13) gives 0.168.

### Response to pressure

The order in pressure follows from $\ln\theta=\ln s-\ln(1+s)$. Since $s\propto P^{1/2}$, $d\ln s/d\ln P=1/2$, and

$$
\frac{d\ln\theta}{d\ln P}
=\frac12\left(1-\frac{s}{1+s}\right)=\frac{1-\theta}{2}. \tag{28}
$$

The same steps with $y\propto P$ give $1-\theta_{\mathrm{mol}}$ for the molecular law. In the dilute limit the orders are $1/2$ and 1. The pressure needed for a chosen coverage is obtained by inverting the two laws:

$$
P=\frac1K\left(\frac{\theta}{1-\theta}\right)^2\ \text{(dissociated)},
\qquad
P=\frac1K\,\frac{\theta}{1-\theta}\ \text{(molecular)}. \tag{29}
$$

For $\theta=0.9$ the ratio $\theta/(1-\theta)$ is 9, so the two laws require $KP=81$ and $KP=9$.

If coverages that obey (13) are analysed with the molecular law, the constant deduced from them is

$$
K_{\mathrm{app}}=\frac{\theta}{(1-\theta)P}=\frac{\sqrt{KP}}{P}=\sqrt{\frac KP}. \tag{30}
$$

It changes with pressure at fixed temperature, which shows that the molecular law (14) does not describe the data. Such a drift does not by itself prove dissociation, because interactions between intact molecules also make $K_{\mathrm{app}}$ depend on pressure.

### Response to temperature

Write $\Delta G^\circ=\Delta H^\circ-T\Delta S^\circ$ and treat $\Delta H^\circ$ and $\Delta S^\circ$ as constant over the temperature range. Half of (11) then reads

$$
\ln\frac{\theta}{1-\theta}
=\frac12\left[-\frac{\Delta H^\circ}{RT}+\frac{\Delta S^\circ}{R}+\ln\frac P{P^\circ}\right]. \tag{31}
$$

At constant pressure the slope against $1/T$ is $-\Delta H^\circ/2R$. The molecular law would assign the slope $-\Delta H/R$ to the same plot, and the enthalpy read from it is

$$
\Delta H_{\mathrm{app}}=\tfrac12\,\Delta H^\circ. \tag{32}
$$

An analysis at constant coverage does not have this fault. In both laws constant $\theta$ means constant $KP$, so $\ln P$ changes by the opposite of $\ln K$, and

$$
\left(\frac{\partial\ln P}{\partial(1/T)}\right)_{\theta}=\frac{\Delta H^\circ}{R}. \tag{33}
$$

This slope gives the correct enthalpy under either law, and for the same reason the slope alone cannot decide between the two.

### Worked example

Take round model parameters that represent no particular oxide: $\Delta H^\circ=-100$ kJ/mol, $\Delta S^\circ=-150$ J/(mol K), $T=500$ K and $P=10$ Pa, with 5 metal sites and 5 oxygen sites per nm². The free energy is

$$
\Delta G^\circ=-100+500\times0.150=-25.0\ \text{kJ/mol}. \tag{34}
$$

Hence $KP^\circ=e^{-\Delta G^\circ/RT}=409$, and division by $P^\circ=10^5$ Pa gives $K=4.09\times10^{-3}$ Pa$^{-1}$. At 10 Pa,

$$
KP=0.0409,\qquad \sqrt{KP}=0.2022, \tag{35}
$$

$$
\theta=\frac{0.2022}{1.2022}=0.168,
\qquad
\theta_{\mathrm{mol}}=\frac{0.0409}{1.0409}=0.039. \tag{36}
$$

The ratio of the two coverages is 4.3. Each dissociated molecule makes two hydroxyls, so the hydroxyl density is $2\times5\times0.168=1.68$ per nm², from 0.84 water molecules per nm².

The dependence on pressure at 500 K is as follows.

| $P$ (Pa) | $\theta$, eq. (13) | $\theta_{\mathrm{mol}}$, eq. (14) |
|---:|---:|---:|
| 0.1 | 0.020 | 0.000 |
| 1 | 0.060 | 0.004 |
| 10 | 0.168 | 0.039 |
| 100 | 0.390 | 0.290 |
| 1000 | 0.669 | 0.804 |
| 10000 | 0.865 | 0.976 |

The explicit sum over (5) with $N=20000$ agrees with the middle column to all digits shown. The laws cross at $P=1/K=245$ Pa. A coverage of 0.9 requires $81/K=1.98\times10^4$ Pa, whereas the molecular law would predict $9/K=2.20\times10^3$ Pa. At the pressure chosen with the molecular law, $KP=9$ and (13) gives a coverage of only $3/4$.

At 10 Pa the order in pressure is $(1-0.168)/2=0.416$, compared with 0.961 for the molecular law. Lattice coverages computed at 490 K and 510 K and read with the molecular law give an apparent enthalpy of $-50.0$ kJ/mol, half of the value put in, as (32) states.

The effect of surface size appears in the same sums. At 10 Pa the coverage is 0.0393 for $N=1$, 0.1496 for $N=10$ and 0.1665 for $N=100$. Equation (21) predicts a shift of $-(1-0.336)/400=-0.0017$ for $N=100$, which accounts for the difference from 0.1682. The deviation at $N=100$ is 10.1 times that at $N=1000$, consistent with a $1/N$ law. The remaining values are in the numerical output that follows the text.

### Where the law fails

Interactions between fragments change the isotherm. In a mean-field description, let them add the energy $\tfrac12Nw\theta^2$ to the surface, with $w>0$ for repulsion. Since $\theta=n/N$, the derivative with respect to $n$ adds $w\theta$ to the chemical potential (10), and (12) becomes

$$
\frac{\theta^2}{(1-\theta)^2}=KP\,e^{-w\theta/k_{\mathrm B}T}. \tag{37}
$$

Repulsion lowers the coverage at given $KP$ and makes $\ln[\theta/(1-\theta)]$ rise with $\ln P$ more slowly than with slope $1/2$. Repulsion between intact molecules would likewise reduce their slope below 1. A measured slope near $1/2$ is therefore evidence for dissociation only if interactions are known to be weak. A strong attraction between neighbouring fragments also invalidates the independent placement behind (3), which a mean-field term does not repair, because (37) still treats all arrangements with the same $n$ as equally probable.

Another source of surface hydrogen or hydroxyl removes the equality of the two coverages. Let $\theta_{\mathrm M}$ and $\theta_{\mathrm O}$ be the separate coverages. Adding one molecule then changes the number of arrangements by one factor $(1-\theta)/\theta$ from each sublattice, and equilibrium requires

$$
\frac{\theta_{\mathrm M}}{1-\theta_{\mathrm M}}\,
\frac{\theta_{\mathrm O}}{1-\theta_{\mathrm O}}=KP. \tag{38}
$$

For $\theta_{\mathrm M}=\theta_{\mathrm O}$ this is (12). If another process holds $\theta_{\mathrm O}$ constant, $\theta_{\mathrm M}/(1-\theta_{\mathrm M})$ is proportional to $P$, and the metal sites follow a Langmuir law of the molecular form although the water is dissociated. The pressure dependence thus reflects how the fragments are supplied as well as whether the molecule breaks.

Finally, all these expressions describe equilibrium. A water pulse that ends before adsorption and recombination have balanced, or a purge during which hydroxyls recombine and leave, gives a coverage that depends on the rates and the times. Intact water held on the surface is not included either. 
The purge needs particular care, because the recombination that brings the pulse to equilibrium continues after the vapour has been removed. Suppose that the temperature stays the same and that diffusion keeps the fragments randomly mixed. Without diffusion the initial rate of loss is the same, but fragments that have no neighbour to recombine with stay on the surface once the vapour is gone, so that after a long purge the loss is smaller than estimated here. Early in the purge the sign of the difference depends on the starting coverage. With $z$ neighbours per site, the rate $k$ per occupied pair and $k_{\mathrm d}=zk$, the coverage without diffusion exceeds the randomly mixed value by $\tfrac12zk^2\theta^2(1-2\theta)\,t^2$ to second order in $t$, so the early loss is smaller for $\theta<1/2$ and somewhat larger for $\theta>1/2$. With rate constants counted per site, the two sides of (24) then give

$$
\frac{d\theta}{dt}=k_{\mathrm a}P\,(1-\theta)^2-k_{\mathrm d}\,\theta^2 .
$$

Near equilibrium a small deviation decays at the rate $2k_{\mathrm a}P(1-\theta)+2k_{\mathrm d}\theta=2k_{\mathrm d}\theta/(1-\theta)$, where (24) was used. During the purge $P=0$, and a coverage that starts at $\theta$ falls to $\theta/(1+k_{\mathrm d}\theta t)$ after the time $t$. A purge that lasts one relaxation time, $t=(1-\theta)/(2k_{\mathrm d}\theta)$, therefore leaves the fraction $2/(3-\theta)$ of the hydroxyls, which is 0.71 for $\theta=0.168$.

Under the assumptions of the model, which include equal numbers of the two fragments and no ligands left from the previous precursor pulse, equation (13) thus gives the coverage at the end of an equilibrated water pulse. It also describes the surface at the start of the metal precursor pulse if the purge is short compared with $1/(k_{\mathrm d}\theta)$.

## Numbers as computed

```
Enthalpy dH = -100 kJ/mol, entropy dS = -150 J/(mol K)
Temperature = 500 K, water pressure = 10 Pa
Standard pressure = 100000 Pa
dG = -25.0 kJ/mol
K*P0 = 409.0 (dimensionless), K = 4.0896e-03 1/Pa
K P = 0.04090, sqrt(K P) = 0.20223 (dimensionless)
Coverage, square-root law = 0.1682
Coverage, molecular law = 0.0393
Ratio of the two coverages = 4.28
Metal sites = 5.0 per nm^2, oxygen sites the same
Hydroxyl density = 1.68 per nm^2
Dissociated water = 0.84 molecules per nm^2
Chemical potential/(kT), counted = -3.1963
Chemical potential/(kT), formula = -3.1969
Pressure table, lattice sum with N = 20000:
P (Pa) | K P | lattice sum | square-root law | molecular law
0.1 | 4.0896e-04 | 0.0198 | 0.0198 | 0.0004
1.0 | 4.0896e-03 | 0.0601 | 0.0601 | 0.0041
10.0 | 4.0896e-02 | 0.1682 | 0.1682 | 0.0393
100.0 | 4.0896e-01 | 0.3901 | 0.3901 | 0.2903
1000.0 | 4.0896e+00 | 0.6691 | 0.6691 | 0.8035
10000.0 | 4.0896e+01 | 0.8648 | 0.8648 | 0.9761
Lattice coverage at the example K P against N:
N = 1: coverage = 0.03929
N = 4: coverage = 0.11338
N = 10: coverage = 0.14959
N = 100: coverage = 0.16654
N = 1000: coverage = 0.16804
Deviation at N=100 over deviation at N=1000 = 10.08
Variance of n per site: sum = 0.06996, formula = 0.06996
Master equation with N = 4 (ring states, fixed-pair states = 70, 16):
K P = 0.04090: ring coverage = 0.11338, fixed pairs = 0.03929
K P = 1.00000: ring coverage = 0.50000, fixed pairs = 0.50000
K P = 6.00000: ring coverage = 0.74207, fixed pairs = 0.85714
Order in pressure: lattice = 0.4159, formula = 0.4159
Order in pressure, molecular law = 0.9607
Apparent enthalpy from 490 and 510 K, molecular reading = -50.00 kJ/mol
Pressure where the two laws cross = 244.5 Pa
Pressure for coverage 0.9, square-root law = 19806 Pa
Pressure for coverage 0.9, molecular law = 2201 Pa
Common site set, total coverage: sum = 0.2880, formula = 0.2880
```
